# Porod's law and the scattering invariant of a two-phase medium

A sample of volume $V$ consists of two phases with uniform scattering-length densities $\rho_1$ and $\rho_2$. Phase 1 fills the volume fraction $\phi$, and the contrast is $\Delta\rho=\rho_1-\rho_2$. The phases meet at sharp interfaces of total area $S$, which are smooth with bounded curvature except along edges. The medium is statistically homogeneous and isotropic, and $V$ is large compared with every structural length. Scattering is elastic and single, and $q$ is small enough for the atoms to be invisible.

Let $\delta\rho(\mathbf x)=\rho(\mathbf x)-\bar\rho$ be the deviation from the mean density. The intensity per unit volume is

$$I(q)=\frac1V\left\langle\left|\int_V\delta\rho(\mathbf x)\,e^{-i\mathbf q\cdot\mathbf x}\,d^3x\right|^2\right\rangle ,$$

where the brackets average over directions and realizations. Subtracting the mean removes the very narrow forward peak that comes from the outer shape of the sample. Lengths are in nanometres in the numerical example, since atomic units are unnatural at this scale.

## (a) From intensity to correlation function

**Define $C(r)=\langle\delta\rho(\mathbf x)\,\delta\rho(\mathbf x+\mathbf r)\rangle$, averaged over $\mathbf x$ and over the direction of $\mathbf r$. Express $I(q)$ through $C(r)$, and find $C(0)$.**

Write the squared modulus as a double integral over $\mathbf x$ and $\mathbf x'$, and put $\mathbf x'=\mathbf x+\mathbf r$. The integral over $\mathbf x$, divided by $V$, is the average in the definition of $C$. The error comes from a layer at the sample boundary as thick as the correlation range, and it is negligible for large $V$. Therefore

$$I(q)=\int C(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

With $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf r$, the angular average of the phase factor is

$$\frac12\int_{-1}^{1}e^{-iqr\mu}\,d\mu=\frac{\sin qr}{qr}.$$

The volume element contributes $4\pi r^2dr$, so

$$I(q)=\frac{4\pi}{q}\int_0^\infty r\,C(r)\sin(qr)\,dr. \tag{1}$$

For $C(0)$, let $\chi=1$ in phase 1 and $\chi=0$ in phase 2. The mean of $\chi$ is $\phi$, hence $\delta\rho=\Delta\rho\,(\chi-\phi)$. Since $\chi^2=\chi$,

$$C(0)=(\Delta\rho)^2\langle\chi-2\phi\chi+\phi^2\rangle=(\Delta\rho)^2(\phi-2\phi^2+\phi^2)=(\Delta\rho)^2\phi(1-\phi). \tag{2}$$

## (b) The linear term

**How does $C(r)$ begin to fall when $r$ is much smaller than the domains?**

Let $P_{12}(r)$ be the probability that $\mathbf x$ lies in phase 1 and $\mathbf x+\mathbf r$ in phase 2. The probability that both points lie in phase 1 is $\phi-P_{12}$. Therefore

$$\frac{C(r)}{(\Delta\rho)^2}=\langle\chi(\mathbf x)\chi(\mathbf x+\mathbf r)\rangle-\phi^2=\phi(1-\phi)-P_{12}(r).$$

Now $P_{12}$ is a matter of geometry. Take an interface element $dS$ with unit normal $\mathbf n$ pointing from phase 1 to phase 2, and a displacement $\mathbf r=r\mathbf u$. The starting points carried through $dS$ into phase 2 fill an oblique cylinder with base $dS$ and edge $r\mathbf u$. Its volume is $r\,\mathbf u\cdot\mathbf n\,dS$ if $\mathbf u\cdot\mathbf n>0$. For negative $\mathbf u\cdot\mathbf n$ the displacement leads the other way, and nothing is counted. The average over all directions of $\mathbf u$ is

$$\frac{1}{4\pi}\int_0^{2\pi}d\varphi\int_0^1\mu\,d\mu=\frac{1}{4\pi}\cdot2\pi\cdot\frac12=\frac14 .$$

Every interface element gives the same average, whatever its orientation. Summing over $S$ and dividing by $V$ gives $P_{12}=Sr/(4V)$ to first order, and

$$C(r)=(\Delta\rho)^2\left[\phi(1-\phi)-\frac{S}{4V}\,r+O(r^2)\right]. \tag{3}$$

The remainder has two sources. Over a distance $r$ a surface with radius of curvature $R_c$ departs from its tangent plane by about $r^2/R_c$, which misplaces a volume of at most order $Sr^2/R_c$. This is only a bound: for the sphere in (d) the net correction is of order $r^3$. Near an edge of length $L$ the cylinders overlap or leave gaps, in a volume of order $Lr^2$. Neither changes the linear term, which therefore measures area and is blind to shape.

## (c) The intensity at large $q$

**Find the limit of $q^4I(q)$. Allow for the possibility that the second derivative of $g(r)=rC(r)$ jumps at some finite distances.**

Assume that $g$ and $g'$ are continuous, that $g''$ is continuous except for jumps $J_j=g''(r_j^+)-g''(r_j^-)$ at finitely many $r_j>0$, that $g'''$ is absolutely integrable between the jumps, and that $g,g',g''$ vanish at infinity. Integrate by parts:

$$\int_0^\infty g\sin qr\,dr=\left[-\frac{g\cos qr}{q}\right]_0^\infty+\frac1q\int_0^\infty g'\cos qr\,dr .$$

The bracket vanishes because $g(0)=0\cdot C(0)=0$. The constant term of $C$ thus leaves no trace in the tail. Once more,

$$\frac1q\int_0^\infty g'\cos qr\,dr=\left[\frac{g'\sin qr}{q^2}\right]_0^\infty-\frac1{q^2}\int_0^\infty g''\sin qr\,dr ,$$

where the bracket vanishes because $\sin0=0$ and $g'(\infty)=0$. The third integration is done on each interval between jumps. At $r_j$ the interval on the left contributes $-g''(r_j^-)\cos(qr_j)/q$ and the one on the right $+g''(r_j^+)\cos(qr_j)/q$. Together with the lower limit $r=0$ this gives

$$\int_0^\infty g''\sin qr\,dr=\frac1q\left[g''(0)+\sum_jJ_j\cos qr_j+\int_0^\infty g'''\cos qr\,dr\right].$$

The last integral tends to zero for $q\to\infty$ by the Riemann–Lebesgue lemma. Equation (1) says $q^4I=4\pi q^3\int_0^\infty g\sin qr\,dr$, so

$$q^4I(q)=-4\pi\left[g''(0)+\sum_jJ_j\cos qr_j\right]+o(1). \tag{4}$$

Since $g''=2C'+rC''$, and $C''$ is taken to be bounded near the origin, equation (3) gives

$$g''(0)=2C'(0)=-\frac{(\Delta\rho)^2S}{2V}.$$

If these assumptions hold and there are no jumps, the limit is Porod's law:

$$I(q)\simeq\frac{2\pi(\Delta\rho)^2}{q^4}\frac SV . \tag{5}$$

If there are jumps, the cosines persist at the same order in $q$. Their average over a window of width $w$ is at most $2/(wr_j)$ in magnitude, so (5) then holds for $q^4I$ averaged over a window with $wr_j\gg1$.

The assumptions exclude some common shapes. For a long, randomly oriented cylinder of radius $R$, $g''$ does not jump at $r=2R$ but diverges logarithmically from both sides, so (4) does not apply. The oscillation then persists as a sine, because the cross-section contributes $J_1^2(qR)\simeq(1-\sin2qR)/(\pi qR)$. For radius 1 and length 5, numerical orientation averaging near $q=4000$ gives $q^4|F|^2/(2\pi S)\approx1-0.83\sin2q-0.16\cos5q$, where 0.83 is the share of the curved wall in the area. Equation (5) again holds only after averaging over $q$.

The power $q^{-4}$ comes from the cusp of $C$ at zero separation: as a function of the vector $\mathbf r$, the term linear in $|\mathbf r|$ is not smooth there.

## (d) When the oscillations survive

**Apply (4) to a dilute set of equal spheres of radius $R$. What changes for randomly oriented spheroids?**

Without correlations between particles, their intensities add. For one sphere with unit contrast, $I$ is replaced by the squared amplitude $|F|^2$, and $C$ by the volume $B(r)$ common to the sphere and its copy shifted by $r$. This volume is a lens made of two caps:

$$B(r)=2\pi\int_{r/2}^{R}(R^2-z^2)\,dz=\frac{4\pi R^3}{3}-\pi R^2r+\frac{\pi r^3}{12},\qquad r\le2R .$$

The linear coefficient is $\pi R^2=S/4$ with $S=4\pi R^2$, as (3) demands. Further,

$$g=rB,\qquad g''(r)=-2\pi R^2+\pi r^2 .$$

At the origin $g''(0)=-2\pi R^2$. Just below $r=2R$ it is $-2\pi R^2+4\pi R^2=2\pi R^2$, and beyond it is zero, so $J=-2\pi R^2$. Both $g$ and $g'$ vanish at $2R$, so (4) applies:

$$q^4|F|^2\simeq8\pi^2R^2\,[1+\cos(2qR)]=2\pi S\,[1+\cos(2qR)] .$$

The curve swings between zero and twice the Porod value however large $q$ becomes. Integrating the amplitude numerically at 40 equally spaced points of one period, starting at $qR=200$, gives ratios $q^4|F|^2/(2\pi S)$ between 0.003 and 1.997, with mean 1.0000. A smooth distribution of radii removes the oscillation at large $q$, because $\cos(2qR)$ is then integrated over $R$.

Take now a spheroid with semi-axes 1, 1, 2, and let $\mu$ be the cosine between $\mathbf q$ and the long axis. Stretching the coordinates turns the body into a unit sphere and $q$ into $x=q\sqrt{1+3\mu^2}$. With $V_p$ the particle volume, the amplitude is therefore that of a sphere,

$$F=3V_p\,\frac{\sin x-x\cos x}{x^3}.$$

At large $x$, $|F|^2$ contains $\cos^2x=\tfrac12(1+\cos2x)$. Random orientation means a uniform average over $\mu$ from 0 to 1. Near $\mu=0$ the phase is $2x\approx2q+3q\mu^2$, which is stationary; directions within $\mu\sim q^{-1/2}$ add in step, and the others largely cancel. The oscillation thus decays as $q^{-1/2}$, and (5) holds without averaging over $q$. Numerical integration over $\mu$, sampled over one period, gives a largest relative deviation from $2\pi S$ of 0.168 near $q=50$ and 0.017 near $q=5000$, with $q$ in inverse short semi-axes. A hundredfold $q$ reduces the deviation about tenfold, as the square root requires. The approach to Porod's law can be slow.

## (e) The invariant

**Evaluate $Q=\int_0^\infty q^2I(q)\,dq$ for the two-phase medium.**

Equation (1) states that $qI(q)/(4\pi)$ is the sine transform of $rC(r)$. If $f(q)=\int_0^\infty g(r)\sin qr\,dr$, the inverse is $g(r)=(2/\pi)\int_0^\infty f(q)\sin qr\,dq$. Hence

$$rC(r)=\frac2\pi\int_0^\infty\frac{qI(q)}{4\pi}\sin qr\,dq=\frac1{2\pi^2}\int_0^\infty qI(q)\sin qr\,dq .$$

Divide by $r$ and write the result as

$$C(r)=\frac1{2\pi^2}\int_0^\infty q^2I(q)\,\frac{\sin qr}{qr}\,dq .$$

Now let $r\to0$. The last factor tends to 1 and never exceeds 1 in magnitude. The function $q^2I$ is integrable: $I$ is finite at small $q$ when correlations have a short range, and by (4) $q^2I$ falls at least as fast as a constant times $q^{-2}$. The limit may therefore be taken under the integral, and $C(0)=Q/(2\pi^2)$. With (2),

$$Q=\int_0^\infty q^2I(q)\,dq=2\pi^2\phi(1-\phi)(\Delta\rho)^2 . \tag{6}$$

The size and shape of the domains have dropped out. Rearranging the phases at fixed $\phi$ and $\Delta\rho$ moves intensity along the $q$ axis but conserves $Q$. For $\phi\ll1$ the invariant is proportional to the amount of phase 1. It vanishes at $\phi=0$ and $\phi=1$, where nothing is left to contrast with, and it is largest at $\phi=1/2$. Exchanging the phases changes neither (5) nor (6), so these two quantities cannot tell $\phi$ from $1-\phi$.

## (f) Area without an absolute scale

**Combine the two results to obtain $S/V$ from an intensity in arbitrary units. What must be added when the data end at $q_m$, and what limits the method?**

Let $K=2\pi(\Delta\rho)^2S/V$ be the Porod constant. Dividing by (6),

$$\frac KQ=\frac{2\pi(\Delta\rho)^2S/V}{2\pi^2\phi(1-\phi)(\Delta\rho)^2}=\frac{S/V}{\pi\phi(1-\phi)},
\qquad
\frac SV=\pi\phi(1-\phi)\frac KQ . \tag{7}$$

The contrast and any constant factor in $I$ cancel, but $\phi$ must be known. If $q_m$ lies in the Porod region, the missing part of the invariant is, to leading order,

$$\int_{q_m}^\infty q^2\,\frac K{q^4}\,dq=\frac K{q_m}. \tag{8}$$

It falls only as $1/q_m$, so it often matters.

A real interface has a width $t$. At separations below $t$ the cusp of $C$ is rounded, and (3) describes only distances well above $t$ and well below the domain size $d$. Porod's law accordingly needs a window $1/d\ll q\ll1/t$; if $t$ is comparable to $d$, there is none. The width also lowers $C(0)$, so the invariant of the whole curve falls below (6) already at first order in $t/d$. For the medium of (g) below, blurred by a Gaussian of standard deviation $s$ (which multiplies $I$ by $e^{-q^2s^2}$), $Q$ drops by 2.2% for $s=0.01a$ and by 6.5% for $s=0.03a$, and the procedure of (h) then gives $S/V$ too low by 2.6% and 8.5% instead of 1.8%. A constant background $b$ left in the data adds $bq^4$ to $q^4I$ and $bq_m^3/3$ to the truncated invariant. Both grow with $q$, so the background must be removed before (7) is used.

## (g) A medium that can be solved

**Cut space by random planes, isotropic and independent, with mean plane area $\sigma$ per unit volume. Assign each cell independently to phase 1 with probability $\phi$. Find $C(r)$, $S/V$ and $I(q)$.**

A segment of length $r$ is crossed on average by $\sigma r\langle|\mathbf u\cdot\mathbf n|\rangle=\sigma r/2$ planes, because the mean of $|\mu|$ over all directions is $1/2$. The number of crossings has a Poisson distribution, so no plane crosses with probability $e^{-\sigma r/2}=e^{-r/a}$, where $a=2/\sigma$. Two points lie in the same cell precisely when no plane separates them. In the same cell they share the phase and contribute the full variance; in different cells they are independent and contribute nothing. Hence

$$C(r)=\phi(1-\phi)(\Delta\rho)^2e^{-r/a}.$$

A piece of plane is an interface if the cells on its two sides have different phases, which has probability $2\phi(1-\phi)$. Thus

$$\frac SV=2\phi(1-\phi)\,\sigma=\frac{4\phi(1-\phi)}a .$$

This agrees with (3), since $C'(0)=-\phi(1-\phi)(\Delta\rho)^2/a=-(\Delta\rho)^2S/(4V)$. For the intensity we need

$$\int_0^\infty re^{-r/a}\sin qr\,dr=\operatorname{Im}\frac1{(1/a-iq)^2}=\frac{2q/a}{(1/a^2+q^2)^2}=\frac{2qa^3}{(1+q^2a^2)^2}.$$

Equation (1) then gives

$$I(q)=\frac{8\pi\phi(1-\phi)(\Delta\rho)^2a^3}{(1+q^2a^2)^2},\qquad
\frac{q^4I}K=\left[\frac{(qa)^2}{1+(qa)^2}\right]^2 . \tag{9}$$

The ratio rises monotonically. Since $C$ is smooth for all $r>0$, (4) has no cosine terms. Smoothness excludes only oscillations that persist at large $q$: spheres with a narrow smooth distribution of radii still oscillate at moderate $qR$. For $qa\gg1$ the ratio is $1-2/(qa)^2$ to leading order, so the plateau is approached from below.

## (h) Numbers

**Take $a=10$ nm, $\phi=0.3$ and $\Delta\rho=4\times10^{-4}\ \mathrm{nm^{-2}}$, which are round model parameters. Find $S/V$, $K$ and $Q$. What would an analyst obtain for $S/V$ from data that end at $q_m=1\ \mathrm{nm^{-1}}$?**

With $\phi(1-\phi)=0.21$ and $(\Delta\rho)^2=1.6\times10^{-7}\ \mathrm{nm^{-4}}$,

$$\frac SV=\frac{4\times0.21}{10}=0.0840\ \mathrm{nm^{-1}},$$

$$K=2\pi\times1.6\times10^{-7}\times0.0840=8.445\times10^{-8}\ \mathrm{nm^{-5}},$$

$$Q=2\pi^2\times0.21\times1.6\times10^{-7}=6.632\times10^{-7}\ \mathrm{nm^{-4}}.$$

Since $1\ \mathrm{nm^{-1}}=10^7\ \mathrm{cm^{-1}}$, these are $K=0.8445\ \mathrm{cm^{-1}\,nm^{-4}}$ and $Q=6.632\ \mathrm{cm^{-1}\,nm^{-3}}$ in the mixed units common for intensities. Equation (9) gives the approach to the plateau:

| $q$ (nm⁻¹) | $q^4I/K$ |
|---|---|
| 0.05 | 0.040 |
| 0.10 | 0.250 |
| 0.30 | 0.810 |
| 1.00 | 0.980 |
| 3.00 | 0.998 |

Numerical integration of $q^2I$ up to $q_m$ yields $0.8735\,Q$, so about 13% of the invariant lies beyond the data. The tail (8) with the true $K$ is $8.445\times10^{-8}/6.632\times10^{-7}=0.1273$ of $Q$, and the sum is $1.0008\,Q$. The slight excess arises because $q^4I$ is still below $K$ beyond $q_m$.

The analyst does not know $K$ and uses the last point, $K'=q_m^4I(q_m)=0.9803\,K$. The tail becomes $0.9803\times0.1273=0.1248$ of $Q$, and the estimated invariant is $Q'=0.9983\,Q$. Equation (7) then gives

$$\left(\frac SV\right)'=0.0840\times\frac{0.9803}{0.9983}=0.0825\ \mathrm{nm^{-1}},$$

which is 1.8% below the true value. Nearly all of this error comes from reading the plateau at $qa=10$, where it is still 2% short of its limit.

Numerical values quoted here were computed with a short program.
